# Operation counts for Clebsch–Gordan products and bond-aligned edge convolutions

A code that predicts two-centre Hamiltonian blocks, or passes rotation-covariant features along bonds, has to fix a maximum rank $L$ and a way of contracting. An f–f block contains ranks up to $3+3=6$, so features that encode it reach $L=6$, where the operation count per bond and channel depends strongly on whether each bond is treated by a dense Clebsch–Gordan (CG) contraction, a sparse one, or a rotation into the bond frame. The last choice also decides which weights the code should generate.

## Conventions

A feature $x^l_m$, $0\le l\le L$, holds coefficients of kets $|lm\rangle$ (Condon–Shortley phases) and rotates as $x^l\to D^lx^l$, with $D^l_{mn}=e^{-im\alpha}d^l_{mn}(\beta)e^{-in\gamma}$ and $d^l=e^{-i\beta J_y}$. A path $(a,b,c)$ is the map $y_M=\sum_{mn}\langle am\,bn|cM\rangle u_mv_n$, defined by commuting with rotations. One operation is one multiply-add, per bond and per channel, and $N=L+1$. The outer products $u_mv_n$ number $O(L^4)$, as do the multiplications of path outputs by path weights ($L^3$ paths times $L$ components); these are counted apart.

Commuting with $J_z$ forces $M=m+n$. The number of pairs with $m+n=M\ge0$ is $2\min(a,b)+1$ for $M\le|a-b|$, then falls by one per unit of $M$ and is zero above $a+b$. Each multiplet $c\ge M$ supplies one state at $M$, so the multiplicity of $c$ is the drop from $M=c$ to $c+1$: one for $|a-b|\le c\le a+b$, zero otherwise.

## The estimate

There are $\sim L^3$ paths. A dense path visits $(2a+1)(2b+1)(2c+1)\sim L^3$ entries, giving $L^6$; the rule $M=m+n$ removes one index, giving $L^5$. If $v$ depends on a bond direction alone and the bond lies along $z$, $n=0$ survives, a path costs $\sim L$ and the total is $L^4$. Alignment by itself stops there. The sum over $b$ can then be absorbed into one number per $(a,c,m)$, which leaves $L^3$, and the rotations cost $\sum_l(2l+1)^2\sim L^3$.

For prefactors, let $(x,y,z)=(a,b,c)/N$ fill the unit cube minus three regions such as $z>x+y$, whose cross-section at $s=x+y$ has weight $s\,ds$. That region has volume $\int_0^1\frac{z^2}{2}dz=\frac16$, so paths $\approx(1-\frac36)N^3=\frac12N^3$. For the dense weight $8xyz$ the cube gives 1; since $\int_{x+y<z}xy=\int_0^z\frac{s^3}{6}ds=\frac{z^4}{24}$, one region gives $8\int_0^1\frac{z^5}{24}dz=\frac1{18}$, so dense $\approx\frac56N^6$. The sparse weight is the rectangle of $(m,n)$ minus two corners, $4xy-(x+y-z)^2=2(xy+yz+zx)-x^2-y^2-z^2$. The cube gives $\frac64-1=\frac12$; one region gives $\int_0^1(\frac{z^4}{6}-\frac{z^4}{12})dz=\frac1{60}$, using $\int_0^zs(z-s)^2ds=\frac{z^4}{12}$; so sparse $\approx\frac9{20}N^5$.

## Exact counts for the full product

Both inputs are general and $a,b,c\le L$. Violations of the triangle rule fall into three regions ($c>a+b$ and permutations), disjoint because $c>a+b$ and $a>b+c$ add to $0>2b$. A summand symmetric in $a,b,c$ therefore sums to cube minus three times one region. Write $u=c(c+1)$, $p_l=2l+1$, and use $\sum_{l<N}p_l=N^2$, $\sum_{l<N}p_l^2=R\equiv N(4N^2-1)/3$, $\sum_{l<N}p_l^3=N^2(2N^2-1)$, and the telescoping rule that a product of $k$ consecutive integers sums to the product of $k+1$ divided by $k+1$:
$$\sum_{c<N}u=\tfrac13N(N^2-1),\qquad\sum_{c<N}u(u-2)=\tfrac15N(N^2-1)(N^2-4),$$
where $u(u-2)=(c-1)c(c+1)(c+2)$.

Paths: $u/2$ pairs have $a+b<c$, so $P=N^3-\frac32\cdot\frac13N(N^2-1)=\frac12N(N^2+1)$.

Dense: summing $p_b$ over $b<c-a$ gives $j^2$ with $j=c-a$, and $p_a=2c+1-2j$, so with $(2c+1)^2=4u+1$
$$\sum_{a+b<c}p_ap_b=(2c+1)\frac{u(2c+1)}{6}-2\frac{u^2}{4}=\frac{u^2+u}{6}.$$
The differences of $c^2(c^2-1)$ and $c^2(c^2-1)^2$ between $c+1$ and $c$ are $u[(c+1)(c+2)-c(c-1)]=2p_cu$ and $u^2[(c+2)^2-(c-1)^2]=3p_cu^2$. Hence $\sum p_c(u^2+u)=N^2(N^2-1)[\frac{N^2-1}{3}+\frac12]=\frac16N^2(N^2-1)(2N^2+1)$ and
$$\mathcal D=N^6-\tfrac1{12}N^2(N^2-1)(2N^2+1)=\tfrac1{12}N^2(10N^4+N^2+1).$$

Sparse: with $k=a+b-c$, the pairs with $m+n>c$ number $1+\dots+k=k(k+1)/2$, and likewise for $m+n<-c$. A path costs
$$\nu=p_ap_b-k(k+1)=\tfrac14\big[2(p_ap_b+p_bp_c+p_cp_a)-p_a^2-p_b^2-p_c^2+1\big];$$
both forms expand to $2(ab+bc+ca)-a^2-b^2-c^2+a+b+c+1$. The cube sum of this polynomial is $\frac14[6N^5-3N^2R+N^3]=\frac12N^3(N^2+1)$. In the excluded region put $j=-k=c-a-b\ge1$, so $k(k+1)=j(j-1)$, shared by $c+1-j=(c+2)-(j+1)$ pairs. Then $\sum_j[(c+2)-(j+1)]j(j-1)=(\frac13-\frac14)u(u-2)$, and the region gives $\frac{u^2+u}6-\frac{u(u-2)}{12}=\frac{u(u-2)+6u}{12}$. Three regions sum to $\frac14N(N^2-1)[\frac{N^2-4}5+2]=\frac1{20}N(N^2-1)(N^2+6)$, so
$$\mathcal S=\tfrac1{20}N(9N^4+5N^2+6).$$

$\mathcal S$ counts entries allowed by $M=m+n$ and bounds the nonzero ones from above. Evaluating Racah's formula in rational arithmetic, where zeros are unambiguous, gives 16, 113, 449, 1392, 7396 nonzero entries for $L=1,2,3,4,6$ against $\mathcal S=17,117,478,1439,7651$. The extra zeros are 3–6% of $\mathcal S$ over this range, not monotonically; their large-$L$ fraction is not derived here.

The single extra zero at $L=1$ follows from a symmetry needed again below. The rotation $U=e^{-i\pi J_y}$ reverses $J_x$ and $J_z$, so $UJ_-U^\dagger=-J_+$ and $U|lm\rangle=\epsilon_m|l,-m\rangle$ with $\epsilon_{m-1}=-\epsilon_m$; the seed formula below gives $\epsilon_{-l}=d^l_{l,-l}(\pi)=1$, so $\epsilon_m=(-1)^{l-m}$. Commuting the path with $U$ yields
$$\langle a,-m\;b,-n|c,-M\rangle=(-1)^{a+b-c}\langle am\,bn|cM\rangle,$$
whence $\langle10\,10|10\rangle=0$.

In a real basis the vectors are $|l0\rangle$ and the two combinations of $|l,\pm\mu\rangle$ that are eigenvectors of $U$ with opposite eigenvalues. A pair $(\mu_1,\mu_2)$ reaches $\mu_3=\mu_1+\mu_2$ or $|\mu_1-\mu_2|$, and since the path commutes with $U$ the inputs fix which of the two output combinations appears. Each input pair feeds at most two outputs, so the cost stays $O(L^5)$. Transforming the tensors numerically at $L=6$ gives 11896 nonzero entries, 1.6 times the complex count.

## The edge convolution

Now $v$ is a filter $f^b_n(\hat r)=\sqrt{4\pi/(2b+1)}\,Y^*_{bn}(\hat r)$ and
$$y^c=\sum_{a\le L}\ \sum_{b=|a-c|}^{a+c}h_{abc}\,[x^a\otimes f^b]^c,$$
with weights $h$ that may depend on the bond length. All $b$ up to $2L$ are kept, for a reason that appears below. Because $\sum_bp_b=(a+c+1)^2-(a-c)^2=p_ap_c$, the dense cost is $\sum p_a^2p_c^2=R^2\approx\frac{16}9N^6$.

For the sparse cost take $a\ge c$, $b=a+c-k$, $k=0,\dots,2c$. By the symmetry of $\nu$ the pair costs $\tau(a,c)=p_ap_c^2-\frac13p_c(p_c^2-1)$. With the power sums at $N\to a$,
$$\sum_{c<a}\tau=\tfrac13\big[(2a+1)a(4a^2-1)-2a^4+2a^2\big]=\tfrac13(6a^4+4a^3-a),$$
and $\tau(a,a)=\frac13(2p_a^3+p_a)=\frac13(16a^3+24a^2+14a+3)$. The shell $\max=a$ costs $2\sum_{c<a}\tau+\tau(a,a)=4a^4+8a^3+8a^2+4a+1=(2u+1)^2=4u(u-2)+12u+1$, with $u=a(a+1)$. Summing, $\frac15N[4(N^2-1)(N^2-4)+20(N^2-1)+5]$, that is
$$\mathcal S_e=\tfrac15N(4N^4+1).$$

### Alignment

The filter is proportional to $\langle bn|\hat r\rangle$, so it rotates with $D^b$, and $Y_{bn}(\hat z)=\sqrt{(2b+1)/4\pi}\,\delta_{n0}$ gives $f^b_n(\hat z)=\delta_{n0}$. For the rotation taking $\hat z$ to $\hat r$ (azimuth $\alpha$, polar angle $\beta$, any $\gamma$), $f^b(\hat r)=D^bf^b(\hat z)$. Writing $x^a=D^a(D^{a\dagger}x^a)$ and pulling the common rotation through the path,
$$y^c=D^c\sum_aw^{ac}D^{a\dagger}x^a,\qquad w_{acm}=\sum_bh_{abc}\langle am\,b0|cm\rangle .$$
Here $w^{ac}$ connects $m$ to the same $m$, $|m|\le\mu\equiv\min(a,c)$. The factors $e^{-im\gamma}$ and $e^{+im\gamma}$ therefore cancel, and $\gamma=0$ serves.

The value $\mu$ occurs for $2(L-\mu)+1=2N-p_\mu$ pairs $(a,c)$. Applying $w$ costs
$$W=\sum_\mu p_\mu(2N-p_\mu)=2N^3-R=\tfrac13N(2N^2+1).$$
Each pair has $p_\mu$ paths and $p_\mu$ values of $m$, so computing $w$ from $h$, or going path by path, costs
$$\mathcal F=\sum_\mu p_\mu^2(2N-p_\mu)=2NR-N^2(2N^2-1)=\tfrac13N^2(2N^2+1).$$
If $h$ changes from bond to bond this fold is paid on every bond, and the method is $O(L^4)$.

### Generating $w$ directly

The fold can be skipped without loss of generality if $h\mapsto w$ is invertible. Let $C_b$ be the isometry from multiplet $c$ into $a\otimes b$. The operator $C_bC_{b'}^\dagger$ commutes with rotations, and so does its partial trace over $a$, which maps $b'$ to $b$. By Schur's lemma it is $\lambda\delta_{bb'}\mathbb 1$, and the full trace gives $\lambda p_b=p_c$. Its $(0,0)$ element, where $M=m$, reads
$$\sum_m\langle am\,b0|cm\rangle\langle am\,b'0|cm\rangle=\frac{2c+1}{2b+1}\delta_{bb'} .$$
The $p_\mu\times p_\mu$ matrix thus has orthogonal nonzero columns, and
$$h_{abc}=\frac{2b+1}{2c+1}\sum_m\langle am\,b0|cm\rangle\,w_{acm}.$$
Any set of $W$ numbers $w$ is a CG convolution with all $b$. A convolution truncated at $b\le L$ spans $P$ of the $W$ dimensions (175 of 231 at $L=6$, ratio tending to $\frac12/\frac23=\frac34$), so freely generated $w$ describe the untruncated model, not that one.

The symmetry under $m\to-m$ shows that paths with $a+b+c$ even feed the part of $w$ even in $m$ ($\mu+1$ numbers) and odd paths the odd part ($\mu$ numbers). In the real basis each $m>0$ becomes a $2\times2$ block on $\pm m$, giving $\sum(4\mu+1)=2W-N^2$ entries, 413 at $L=6$.

### Rotations in $O(L^3)$

Applying $D^\dagger$ and $D$ costs $R$ for each set of $d$ matrices and $N^2$ for each set of phases. Building $d^l$ by multiplying matrices would cost $\sum p_l^3=O(L^4)$. A recursion avoids this. Since $D^l\otimes D^1=\sum_{l'}C\,D^{l'}C^\dagger$ and $d^1_{00}=\cos\beta$,
$$\cos\beta\;d^l_{mn}=\sum_{l'=l-1}^{l+1}\langle lm\,10|l'm\rangle\langle ln\,10|l'n\rangle\,d^{l'}_{mn}.$$
Racah's formula gives $\sqrt{\frac{(l+1)^2-m^2}{(2l+1)(l+1)}}$, $\frac{m}{\sqrt{l(l+1)}}$, $-\sqrt{\frac{l^2-m^2}{l(2l+1)}}$ for $l'=l+1,l,l-1$. Multiplying by $l(l+1)(2l+1)$, with $q_l=\sqrt{(l^2-m^2)(l^2-n^2)}$,
$$l\,q_{l+1}d^{l+1}_{mn}=(2l+1)\big[l(l+1)\cos\beta-mn\big]d^l_{mn}-(l+1)q_l\,d^{l-1}_{mn}.$$
At $l=j=\max(|m|,|n|)$, $q_j=0$, so one seed starts each of the $(2L+1)^2$ chains; at $l=0$ both sides vanish and $d^1_{00}=\cos\beta$ is used. For the seed, view $|jj\rangle$ as $2j$ spins up and $|jk\rangle$ as the normalized sum of $\binom{2j}{j+k}$ products; each spin contributes $\cos\frac\beta2$ (up) or $-\sin\frac\beta2$ (down), so $d^j_{jk}=\binom{2j}{j+k}^{1/2}\cos^{j+k}\frac\beta2\,(-\sin\frac\beta2)^{j-k}$. The other seeds follow from $d_{nm}=(-1)^{m-n}d_{mn}$ ($d$ is real orthogonal, and a $\pi$ rotation about $z$ reverses $\beta$) and $d_{-m,-n}=(-1)^{m-n}d_{mn}$ ($d$ commutes with $U$). There are $R-(2L+1)^2$ steps per bond, each three multiplications with tabulated coefficients, shared by all channels. The aligned cost per channel is
$$\mathcal T=W+2R+2N^2=\tfrac13N(10N^2+6N-1).$$
With $C$ channels mixed by the weights it is $C^2W+2C(R+N^2)$; the sparse route costs $C\mathcal S_e$ for the path outputs plus $C^2\cdot O(L^4)$ for mixing them.

### Where alignment fails

The step $n=0$ needs a factor built from one direction. Take instead the rank-2 tensor $x^2-y^2$, with components $1/\sqrt2$ at $m=\pm2$. The seed gives $d^2_{\pm2,0}=\sqrt6\cos^2\frac\beta2\sin^2\frac\beta2=\sqrt{3/8}\sin^2\beta$, so its $m=0$ weight in a rotated frame is $\frac12|e^{2i\alpha}+e^{-2i\alpha}|^2\frac38\sin^4\beta=\frac34\cos^22\alpha\sin^4\beta\le\frac34$. No frame removes its $m\ne0$ part, so this reduction does not apply to the product of two general features.

## Estimate against exact count

| $L$ | $R^2$ | $\mathcal S_e$ | $\mathcal F$ | $\mathcal T$ | $d$ steps |
|---|---|---|---|---|---|
| 1 | 100 | 26 | 12 | 34 | 1 |
| 2 | 1225 | 195 | 57 | 107 | 10 |
| 4 | 27225 | 2501 | 425 | 465 | 84 |
| 6 | 207025 | 13447 | 1617 | 1239 | 286 |
| 10 | 3136441 | 128843 | 9801 | 4675 | 1330 |

At $L=6$, $\frac56\cdot7^6=98041$ lies 0.2% below $\mathcal D=98245$, and $\frac9{20}\cdot7^5=7563$ lies 1.1% below $\mathcal S=7651$. The corrections are relatively $O(N^{-2})$ because the exact forms have definite parity in $N$. Using $L$ instead of $N$ gives $\frac56\cdot6^6=38880$, low by a factor 2.5. The aligned estimate $\frac{10}3\cdot7^3=1143$ is 8% below $\mathcal T=231+1008=1239$, since the phases add $2N^2$. The same term lowers the local slope $\Delta\ln(\text{count})/\Delta\ln N$ between $N=7$ and 8 to 2.929, against 5.996 and 4.979 for the full product and 6.018, 5.000, 3.982 for $R^2$, $\mathcal S_e$, $\mathcal F$.

For the decision at $L=6$ and one channel, $207025/1239=167$ and $13447/1239=10.9$. The sparse route also pays $\sum_ap_a(a+7)^2$ outer products and $\sum_{\rm paths}p_c$ weightings, 8225 together; the aligned route pays, per bond, 286 recursion steps and the seeds of 169 chains, which the symmetries of $d$ reduce to $\sum_j(2j+1)=49$ distinct values. Folding on every bond raises 1239 to $1239+1617=2856$ and cuts the gain over $\mathcal S_e$ to 4.7. Rotations make up 1008 of the 1239, whereas for large $C$ the $C^2W$ term dominates. At $L=1$ alignment loses to the bare sparse count, 34 against 26, but not once the 31 outer products and 14 weightings raise the latter to 71; at $L=2$ it wins against the bare count as well, 107 against 195. These ratios refer to the untruncated convolution with all paths. A smaller model that keeps only $b\le L$ and even $a+b+c$ has 4060 nonzero CG entries at $L=6$ (ratio 3.3 to $\mathcal T$) and 71 at $L=2$, below 107, so against its bare count the gain is smaller and the crossover lies higher. All of these are arithmetic counts, which ignore memory traffic and vectorization.

## Worked example: a two-centre overlap

Take model s, p, d, f functions $r^le^{-\zeta r^2}Y_{lm}$, normalized, with $\zeta=0.5$ bohr$^{-2}$, on centres at the origin and at $(1,2,2)$ bohr: $\rho=3$ bohr (1.5875 Å), $\alpha=\arctan2=1.107149$, $\beta=\arccos\frac23=0.841069$ rad. The $16\times16$ matrix $K_{cM,am}=\langle A\,cM|B\,am\rangle$ was computed from analytic Gaussian integrals over real harmonics, converted to $Y_{lm}$ by a least-squares fit on the sphere. Rotating both centres rotates $K$ into $DKD^\dagger$, so $K$ is an $L=3$ edge kernel. All 256 entries are nonzero in the oblique frame. With the bond on $z$, $W=44$ remain, in the Slater–Koster $\sigma,\pi,\delta,\phi$ pattern.

Several weights have closed forms. With $t=z-\rho/2$, $\zeta[z^2+(z-\rho)^2]=2\zeta t^2+\zeta\rho^2/2$, so $w_{000}=e^{-2.25}=0.105399$. For p$\sigma$, with both lobes along $+z$, the extra factor is $\langle(t+\frac\rho2)(t-\frac\rho2)\rangle/\langle t^2\rangle$ with $\langle t^2\rangle=1/4\zeta$, i.e. $1-\zeta\rho^2=-3.5$, giving $-0.368897$. The f functions with $m=3$ and $m=2$ are $(x+iy)^3$ and $z(x+iy)^2$; their transverse factors are the same on both centres, so they repeat these two values. The computed f–f weights for $m=0,1,2,3$ are $-0.108034$, $0.200259$, $-0.368897$, $0.105399$.

The mirror $y\to-y$ fixes both centres and sends $Y_{lm}\to Y^*_{lm}=(-1)^mY_{l,-m}$ in bra and ket, so $w_{ac,-m}=w_{acm}$. Odd paths vanish, and $\sum(\mu+1)=(W+N^2)/2=(44+16)/2=30$ paths remain; all 30 are nonzero here.

The inverse formula gives, for $b=0$,
$$h_{303}=\tfrac17\big[-0.108034+2(0.200259-0.368897+0.105399)\big]=-0.033502 .$$
For $b=2$ the Wigner–Eckart theorem makes the coefficient proportional to $3m^2-12$, i.e. $-12,-9,0,15$. The squares sum to $144+2(81+225)=756$, and the orthogonality relation requires $\frac75$, so the divisor is $\sqrt{540}$, with a positive sign at $m=3$ by the Condon–Shortley rule:
$$h_{323}=\frac57\,\frac{12(0.108034)+2[-9(0.200259)+15(0.105399)]}{\sqrt{540}}=0.026242 .$$
The same formula gives $h_{343}=0.507046$ and $h_{363}=0.574117$.

The ranks above $L=3$ dominate this block. By orthogonality $\|K\|_F^2=\sum_{acm}w_{acm}^2=\sum h_{abc}^2\,p_c/p_b$, so dropping $b>3$ removes the corresponding terms; the discarded part has Frobenius norm 0.71 relative to the full $K$. For this kernel, at $\zeta\rho^2=4.5$, the filters up to $2L$ that come free with $w$ are required, and the sparse cost to compare with $\mathcal T=244$ is the untruncated one: $\mathcal S_e=820$ over all 44 paths, or 498 over the 30 even paths this kernel needs (the sum of $\nu=p_ap_c-k(k+1)$ over even $k$). The balance shifts at short range: $K$ is a power series in the bond vector, and a rank-$b$ harmonic first appears at degree $b$, so $h_{abc}=O(\rho^b)$ and the truncation error vanishes as $\zeta\rho^2\to0$.
